Surface Chemical Potential of a Stressed Solid: Curvature and Strain Energy

Take a model film, specified below, under an equal biaxial stress of 2 GPa and give its surface a ripple of amplitude 0.5 nm. If the wavelength is 60 nm, the chemical potential of surface atoms at a crest lies about 0.20 meV above the average of crest and trough. If the wavelength is 120 nm, it lies about 0.07 meV below. The material, the stress and the height of the ripple are the same, yet the sign has changed. The first ripple drives atoms off its crests, and the second draws them there.

The explanation is a competition between two terms in

μ = μ0 + Ω(γκ + W).  (1)

Here μ0 is the chemical potential of the flat, unstressed solid, Ω the atomic volume, γ the surface energy per area, κ the curvature, and W the elastic energy density at the surface. Equation (1) is derived below in two ways, first by varying the total energy and then by adding a thin layer to the solid.

**Conventions and model**

The solid occupies z < h(x,y), and n is the unit normal pointing out of the solid:

n = (−h_x, −h_y, 1)/Q,  Q = √(1 + h_x² + h_y²).

Subscripts x and y on h and Q denote derivatives. The curvature is the divergence of this normal,

κ = div n = −∂_x(h_x/Q) − ∂_y(h_y/Q).  (2)

**With this convention κ is positive where the solid is convex.** A spherical cap h = √(R² − x² − y²) shows it. There h_x = −x/h, h_y = −y/h and Q = R/h, so h_x/Q = −x/R and h_y/Q = −y/R, and (2) gives κ = 2/R. For a spherical pit h changes sign, Q does not, and κ = −2/R. Thus κ is the sum of the two principal curvatures, not their mean. For small slopes κ ≈ −(h_xx + h_yy), which is positive on a crest. Anyone who counts a convex solid as negative must write −γκ in (1); the sign of W stays as it is.

The solid has one component. New atoms join coherently, which means that they continue the lattice and take up the strain of the surface they join. Strains are small, so areas and volumes before and after straining are not distinguished; this neglects corrections of relative order the strain. The solid is in mechanical equilibrium at every moment, and no force acts on its surface. The surface energy, counted per unstrained area, does not depend on strain, so the surface carries no stress of its own. At first it does not depend on orientation either.

**First derivation: varying the total energy**

Let N be the number of atoms. The free energy is

F = μ0 N + γ∫Q dx dy + U,  U = ∫dx dy ∫W dz,  (3)

where the z integral runs from a fixed base up to h, and the displacement u takes its equilibrium value. Now change h to h + εη(x,y), with η smooth and ε small. A dot denotes the derivative with respect to ε at ε = 0. The number of atoms changes at the rate

Ṅ = (1/Ω)∫η dx dy.

For the surface term, Q̇ = (h_x η_x + h_y η_y)/Q. Integration by parts moves the derivatives off η. The edge terms vanish if η is localized or everything is periodic:

γ∫Q̇ dx dy = −γ∫η[∂_x(h_x/Q) + ∂_y(h_y/Q)] dx dy = γ∫κη dx dy.  (4)

The curvature has entered with a plus sign because (2) contains the same minus sign as the integration by parts. To write it explicitly, use Q_x = (h_x h_xx + h_y h_xy)/Q and the corresponding Q_y. Then

κ = −[(h_xx + h_yy)Q² − h_x² h_xx − 2h_x h_y h_xy − h_y² h_yy]/Q³
 = −[(1 + h_y²)h_xx − 2h_x h_y h_xy + (1 + h_x²)h_yy]/Q³.  (5)

A numerical test on a doubly curved surface compares the change of its area with the integral of (5) against η. Both are 1.889426 in scaled units.

The elastic energy changes for two reasons: the region of integration grows, and the displacement adjusts everywhere. With σ_ij = ∂W/∂ε_ij, and with a sum over repeated indices,

U̇ = ∫W(x,y,h) η dx dy + ∫σ_ij ε̇_ij dV.  (6)

The second term looks as important as the first, since a bump disturbs the strain well below the surface. Because σ_ij is symmetric, σ_ij ε̇_ij = σ_ij ∂_j u̇_i, and the divergence theorem gives

∫σ_ij ∂_j u̇_i dV = ∮σ_ij n_j u̇_i dA − ∫(∂_j σ_ij)u̇_i dV.  (7)

The volume integral vanishes because the stress is in equilibrium, ∂_j σ_ij = 0. On the free surface σ_ij n_j = 0. On the held base u̇_i = 0. On the sides of a periodic cell with prescribed mean strain, u̇ and σ are periodic while the normals are opposite, so the contributions cancel. Therefore

U̇ = ∫W η dx dy.  (8)

The strain does change to first order, but the energy does not feel this, because the energy was already stationary with respect to the displacement. Adding the parts,

Ḟ = ∫(μ0/Ω + γκ + W)η dx dy.  (9)

Since η/Ω is the number of atoms added per unit projected area, the free energy per atom added at a given place is Ω times the bracket. This is (1).

Equation (8) was tested on the profile 5 cos kx + 1.5 sin 2kx nm with a period of 120 nm, which is not a small ripple. The material parameters are those given below, the base is held 60 nm under the mean surface, and the crest and trough lie at x ≈ 8 and 52 nm. For a bump centred at x = 0, near the crest, the computed energy rises by 0.5208 GPa nm per unit bump height and unit length of ridge. For the same bump centred at x = 60 nm, near the trough, it rises by 1.3338 GPa nm. The integral of W times the bump reproduces these values, and one at x = 30 nm, to within 3×10⁻⁶ GPa nm. Adding the same material near the trough thus costs 1.3338/0.5208 ≈ 2.6 times as much elastic energy as adding it near the crest. The two values depend somewhat on the depth of the base: for a very deep solid they become 0.514 and 1.351 GPa nm, and the ratio remains about 2.6.

**Second derivation: adding a thin layer**

The same result follows without a functional derivative if the growth is carried out in imagined stages. Let a layer of local thickness δn, measured along n, be added to the surface. It contains δn dA/Ω atoms above an area element dA.

Consider first the geometry. Along a principal direction with radius of curvature R₁, the outward normals of a convex solid spread apart. An arc of length ds₁ on the old surface becomes ds₁(R₁ + δn)/R₁ = ds₁(1 + κ₁δn) on the new one, where κ₁ = 1/R₁. On a concave arc the normals converge and κ₁ is negative. With both directions,

dA_new = dA(1 + κ₁δn)(1 + κ₂δn) = dA[1 + κδn + O(δn²)].  (10)

If δn varies along the surface, the new surface is also slightly tilted. This multiplies the area by a factor that differs from 1 by the square of the tilt, hence at second order. The surface energy rises by γ∫κδn dA. On a convex solid each added atom makes new area; in a pit each added atom removes some.

Next comes the elastic energy, in four stages.

1. Assemble the layer from the reservoir in an unstrained state. This costs μ0 per atom. Surface energy has already been counted in (10).

2. Strain the layer until its tangential strains match those of the surface it will join, leaving its outer face free. The surface material of the solid has the same tangential strains and also zero traction on planes parallel to the surface. In a stable elastic material these conditions fix the remaining strains, so the layer has the same energy density W. The cost is ∫W δn dA. The variation of strain across the thickness alters this at order δn².

3. Join the layer to the solid. The two fit, so nothing moves and no elastic work is done. The strained layer carries a membrane force proportional to σδn. Where this force varies, or where the layer is curved, an external force distribution f must hold the layer in place. Since f comes from the membrane force, it is of order δn.

4. Release f gradually. Let u_f be the displacement that f alone would cause. It is proportional to f, and the release moves the solid by −u_f. While the force falls from f to zero, the external agent does work −½∫f·u_f dA. This is a product of two quantities of order δn, and so it is of order δn².

To first order the elastic cost is therefore ∫W δn dA. Together with the surface energy,

δF = ∫(μ0/Ω + γκ + W)δn dA.  (11)

Dividing by the number of atoms δn dA/Ω at each place gives (1) again. The two results agree in form as well, because raising h by δh moves the surface by δn = δh/Q along its normal, while dA = Q dx dy. Hence δn dA = δh dx dy.

**What each derivation assumes**

Both derivations need coherent attachment, but it enters at different places. In the first it is hidden in (6), where the displacement is continued smoothly into the new region and W is evaluated there. In the second it is stage 2. If atoms arrived with another strain, they would bring another energy density, and W of the old surface would be the wrong quantity.

Both need a free surface. In the first derivation a traction would leave a boundary term in (7). In the second, stage 2 would have to load the outer face, and the load would do work. A surface energy that depends on strain has a similar effect. Stretching the surface then changes its energy, so the surface carries a stress of its own. Where the surface is curved or this stress varies, the bulk must balance it, and σ_ij n_j is no longer zero. Equation (1) is then incomplete.

Both also need a regular elastic response. The first assumes that u̇ exists, and the second that a small f causes a proportionally small displacement. Neither argument covers a solid on the verge of an elastic instability, or a sharp notch at which W diverges.

The treatment of remote loads differs. So far the remote boundaries were held. Suppose instead that a fixed load stretches the solid, with mean stretch e, and that there is no other source of strain. Let U = ½Ce², where the stiffness C depends on the profile h, and let the load have potential energy −Pe. The total is

Π = ½Ce² − Pe.

Equilibrium requires e = P/C. Inserting this gives

U = P²/(2C),  Π = −P²/(2C).

A small change δC then produces

δU = −P²δC/(2C²) = −½e²δC,  δΠ = +½e²δC.  (12)

At fixed e, (8) says that ½e²δC = ∫Wη dx dy for a change η of the profile. The stored energy therefore falls by this amount when material is added, while the total including the load rises by it. The relevant energy is the total, so W keeps its plus sign. In the numerical test the two changes are −0.1472 and +0.1472 GPa nm, and the integral of W times the bump is 0.1472 GPa nm. In the layer argument the result is immediate: the loaded boundary does not move in stages 1 to 3, and in stage 4 the total changes by the work of f, which is of second order.

Finally, both arguments extend to a surface energy that depends on orientation. Take a ridge h(x), with tan θ = h′ and energy γ(θ). In the first derivation the integrand is f(p) = γ(θ)√(1 + p²), with p = h′ = tan θ. Since √(1 + p²) = 1/cos θ and dθ/dp = cos²θ,

df/dp = γ′ cos θ + γ sin θ,
d²f/dp² = (γ″ cos θ − γ′ sin θ + γ′ sin θ + γ cos θ)cos²θ = (γ + γ″)cos³θ.  (13)

The energy variation is ∫(df/dp)η′ dx = −∫(d²f/dp²)h″η dx. With κ = −h″cos³θ this equals ∫(γ + γ″)κη dx. In the layer argument the tilt, which was negligible for constant γ, now acts at first order. The surface turns by δθ = dδn/ds, where s is arc length in the direction of increasing x. The extra energy is

∫γ′(dδn/ds)ds = −∫γ″(dθ/ds)δn ds = ∫γ″κδn ds,

because dθ/ds = −κ. So for a ridge γ in (1) is replaced by γ + γ″. The difference can be large. For γ = 1 + 0.03 cos 4θ, a variation of 3 percent, the second derivative at θ = 0 is −0.48, and γ + γ″ = 1.03 − 0.48 = 0.55. On the tested ridge the energy variation is 0.432 in scaled units, as γ + γ″ predicts, whereas γ alone would give 0.626. At a facet γ has a kink, γ″ does not exist, and this local formula fails.

**The sizes of the two terms**

Hartree units are unnatural here. Lengths are in nm and stresses in GPa, so that 1 GPa nm = 1 J/m². The model parameters are Young modulus E = 100 GPa, Poisson ratio ν = 0.25, σ0 = 2 GPa, γ = 1 J/m² and Ω = 0.02 nm³. An energy density of 1 GPa then corresponds to 124.8 meV per atom.

For an unstressed ball of radius 20 nm, κ = 2/20 = 0.1 nm⁻¹, and the shift of μ is 124.8 × 0.1 ≈ 12.5 meV. For a pit of that radius it is −12.5 meV.

For a flat film under equal biaxial stress,

W0 = (σ0² + σ0² − 2νσ0²)/(2E) = (1 − ν)σ0²/E = 0.75 × 4/100 = 0.03 GPa,

which raises μ by 124.8 × 0.03 ≈ 3.7 meV. Compression gives the same value, since the stress enters squared. An unstressed ball has this shift when 2γ/R = W0, or R = 2/0.03 ≈ 67 nm. A uniform shift moves no atoms along the surface; that takes differences in μ.

**The rippled film**

Let h = a cos kx with ak much less than 1, on a film much deeper than the wavelength. The film is assumed to keep its stress; this is an idealization, since at a misfit of 0.015 the Matthews–Blakeslee critical thickness is only about 4 to 6 nm, and a real crystalline film this deep would tend to relieve the stress by dislocations. The curvature to first order is κ = −h″ = ak² cos kx. The change in W requires the stress.

The flat film has σ_xx = σ_yy = σ0. On the ripple the normal is proportional to (−h′, 0, 1), and zero traction along x requires −σ0h′ + σ_xz = 0 to first order. Hence at z = 0

σ_xz = σ0h′ = −σ0ak sin kx,  σ_zz = 0.

The correction to the stress follows from an Airy function φ, with σ_xx = φ_zz, σ_zz = φ_xx and σ_xz = −φ_xz. The solution of the biharmonic equation that varies as cos kx and decays into the solid is φ = (A + Bz)e^{kz} cos kx. At z = 0, σ_zz = −k²A cos kx, so A = 0. Then σ_xz = kB sin kx at z = 0, so B = −σ0a. The change of stress along the surface is

δσ_xx = φ_zz = B(2k + k²z)e^{kz} cos kx = −2σ0ak cos kx at z = 0.  (14)

Tension is relieved at crests and concentrated in troughs. The ripple does not change the strain along y, so δσ_yy = νδσ_xx at the surface. The shear stress enters W squared and is negligible at this order. Thus

δW = (σ0δσ_xx + σ0δσ_yy − νσ0δσ_xx − νσ0δσ_yy)/E
 = (1 − ν)(1 + ν)σ0δσ_xx/E
 = −2(1 − ν²)σ0²ak cos kx/E.  (15)

Inserting κ and δW into (1) gives the part of μ that varies along the surface:

δμ = Ωγak(k − k_c)cos kx,  k_c = 2(1 − ν²)σ0²/(Eγ).  (16)

Curvature contributes k² and strain k, because curvature takes two derivatives of the profile, whereas the amplitude of the stress change is proportional to the largest slope, ak. Short ripples are therefore governed by surface energy and long ones by strain. Here k_c = 2 × 0.9375 × 4/100 = 0.075 nm⁻¹, and the critical wavelength is 2π/0.075 ≈ 84 nm. The two wavelengths of the opening lie on either side of it.

At 60 nm, k = 0.1047 nm⁻¹. The crest terms are

curvature: 124.8 × 0.5 × 0.1047² ≈ 0.684 meV,
strain: −124.8 × 0.5 × 0.1047 × 0.075 ≈ −0.490 meV,

with sum 0.194 meV. At 120 nm, k is halved. The curvature term falls to a quarter, 0.171 meV, but the strain term falls only to half, −0.245 meV, and the sum is −0.074 meV. If atoms move along the surface towards lower μ, the 60 nm ripple decays and the 120 nm ripple grows. This is the Asaro–Tiller–Grinfeld instability. Without stress k_c = 0, and in this model every ripple decays.

The energy tells the same story. At fixed mean height, (9) gives the derivative of F with respect to a, per unit projected area, as the average of (δμ/Ω)cos kx, which is ½γak(k − k_c). Integration from zero amplitude gives

ΔF/area = ¼γa²k(k − k_c),  (17)

which is negative for k < k_c.

Equation (16) is of first order in ak. Half the crest-to-trough difference of μ, taken from the full elastic solution, is 0.1953 meV at 60 nm, against 0.1943 meV from (16). The curvature at crest and trough is ±ak² without approximation, since the slope vanishes there, so the discrepancy of 0.001 meV lies in the strain term. It is 0.2 percent of that term. This size is expected: reversing the sign of a only shifts the ripple by half a wavelength, so the half-difference is odd in a, and its first correction is of relative order (ak)² = 0.003. The neglect of strain in the surface energy matters much more here. A surface stress f replaces γ in the curvature term of (16) by γ − 4(1 − ν²)fσ0/E to leading order. For f = γ this is a change of 7.5 percent, and because the crest values are differences of larger terms, they move under tension to about 0.14 meV at 60 nm and −0.087 meV at 120 nm, and under compression to about 0.24 and −0.061 meV. The critical wavelength becomes about 77 nm under tension and 90 nm under compression. The signs survive, but the digits quoted above hold only for a surface without stress. The numerical output below gives the remaining comparisons.

Calculated quantities

```
Young modulus 100.0 GPa, Poisson ratio 0.25
biaxial stress sigma0 2.00 GPa, misfit strain 0.0150
surface energy 1.00 J/m^2, atomic volume 0.020 nm^3
conversion: Omega * 1 GPa = 124.830 meV
radius 20 nm: kappa ball 0.1000, pit -0.1000 1/nm
unstressed shift Omega*gamma*kappa: ball 12.483, pit -12.483 meV
area variation (scaled surface): difference 1.889426, formula 1.889426
anisotropic ridge (scaled), gamma = 1 + 0.03 cos 4theta:
  difference 0.432346, with gamma+gamma'' 0.432346, gamma only 0.625814
finite profile 5 cos(kx) + 1.5 sin(2kx) nm, period 120 nm, base at -60 nm
dU/d(bump height), GPa nm: position, energy difference, integral of W*bump
  x =    0 nm: 0.520801  0.520799
  x =   30 nm: 0.845429  0.845427
  x =   60 nm: 1.333843  1.333842
fixed load, bump at 30 nm, mean stretch 0.01 (GPa nm):
  stored energy -0.147166, with load potential 0.147166, integral of W*bump 0.147165
flat film: W 0.03000 GPa, Omega*W 3.745 meV
critical wavenumber 0.07500 1/nm, critical wavelength 83.776 nm
ripple with a*k = 0.01 at critical wavelength, full elastic solution:
  surface stress change/(sigma0 a k cos kx) = -1.99975
  strain-energy change, solution/formula = 0.99985
  elastic energy change, solution/formula = 0.99992
  first harmonic of gamma*kappa+W over that of gamma*kappa = 1.1e-04
ripples of amplitude 0.5 nm, terms at the crest in meV:
  wavelength 60 nm, k 0.10472 1/nm, a*k 0.0524
    curvature 0.6845, strain -0.4902, sum 0.1943, full half-difference 0.1953
  wavelength 120 nm, k 0.05236 1/nm, a*k 0.0262
    curvature 0.1711, strain -0.2451, sum -0.0740, full half-difference -0.0739
```
